# Coherent semiconductor Bloch equations from the Hartree-Fock factorization: test program

```python
# Result under test: Hartree-Fock factorization of a two-band semiconductor gives
#   i hbar dp/dt = (pair_energy - sum V (fe+fh)) p - (1-fe-fh) (d E + sum V p)
#   dfe/dt = dfh/dt = -2 Im(Omega p*),  hbar Omega = d E + sum V p
# p: interband polarization, fe/fh: electron/hole occupations, V: Coulomb matrix,
# d: dipole, E: field. pair_energy includes exchange with the full valence band.
# The bulk example uses exciton units: length a0, energy Ry, time hbar/Ry.
from functools import reduce
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp


def bloch_rhs(p, occ, pair_energy, drive, exchange, rabi_on=1.0, shift_on=1.0):
    """Time derivatives of p and of each occupation; occ = fe + fh, hbar = 1."""
    sums = exchange @ np.column_stack((p.real, p.imag, occ))
    rabi = drive + rabi_on * (sums[:, 0] + 1j * sums[:, 1])
    energy = pair_energy - shift_on * sums[:, 2]
    dp = -1j * (energy * p - (1.0 - occ) * rabi)
    df = -2.0 * (rabi * p.conj()).imag
    return dp, df


# ---------- exact many-body check: ring of four k points, 256 Fock states ----------
rng = np.random.default_rng(7)
n_ring = 4
n_modes = 2 * n_ring
lower = np.array([[0.0, 1.0], [0.0, 0.0]])
sign = np.diag([1.0, -1.0])
ann = [reduce(np.kron, [sign] * m + [lower] + [np.eye(2)] * (n_modes - m - 1))
       for m in range(n_modes)]


def mode(band, k):
    return 2 * (k % n_ring) + band      # band 0: conduction, band 1: valence


v_ring = np.array([0.0, 0.7, 0.3, 0.7])
pairs = [[ann[i] @ ann[j] for j in range(n_modes)] for i in range(n_modes)]
coulomb = np.zeros((2**n_modes, 2**n_modes))
for q in range(1, n_ring):
    for k in range(n_ring):
        for k2 in range(n_ring):
            for b in (0, 1):
                for b2 in (0, 1):
                    create = pairs[mode(b2, k2 - q)][mode(b, k + q)].T
                    destroy = pairs[mode(b2, k2)][mode(b, k)]
                    coulomb += 0.5 * v_ring[q] * create @ destroy

e_c = np.array([1.0, 1.4, 2.1, 1.6])
e_v = np.array([-0.2, -0.5, -0.9, -0.4])
ring_drive = 0.4 * (rng.normal(size=n_ring) + 1j * rng.normal(size=n_ring))
op_p = [ann[mode(1, k)].T @ ann[mode(0, k)] for k in range(n_ring)]
op_c = [ann[mode(0, k)].T @ ann[mode(0, k)] for k in range(n_ring)]
op_v = [ann[mode(1, k)].T @ ann[mode(1, k)] for k in range(n_ring)]
ham = coulomb.astype(complex)
for k in range(n_ring):
    ham += e_c[k] * op_c[k] + e_v[k] * op_v[k]
    ham -= ring_drive[k] * op_p[k].T + ring_drive[k].conj() * op_p[k]


def averages(matrix):
    return [np.array([np.sum(matrix * op.T) for op in ops])
            for ops in (op_p, op_c, op_v)]


def gaussian_state():
    exponent = np.zeros_like(ham)
    for k in range(n_ring):
        m = rng.normal(size=(2, 2)) + 1j * rng.normal(size=(2, 2))
        m = (m + m.conj().T) / 2
        for b in (0, 1):
            for b2 in (0, 1):
                exponent += m[b, b2] * ann[mode(b, k)].T @ ann[mode(b2, k)]
    val, vec = np.linalg.eigh(exponent)
    weight = np.exp(-(val - val.min()))
    return (vec * (weight / weight.sum())) @ vec.conj().T


ring_exchange = np.array([[v_ring[(i - j) % n_ring] for j in range(n_ring)]
                          for i in range(n_ring)])
ring_pair_energy = e_c - e_v + v_ring.sum()


def factorization_error(state):
    p, nc, nv = averages(state)
    exact_p, exact_c, exact_v = averages(-1j * (ham @ state - state @ ham))
    dp, df = bloch_rhs(p, (nc + 1 - nv).real, ring_pair_energy, ring_drive,
                       ring_exchange)
    return max(np.abs(exact_p - dp).max(), np.abs(exact_c - df).max(),
               np.abs(-exact_v - df).max())


state_1, state_2 = gaussian_state(), gaussian_state()
error_gauss = factorization_error(state_1)
error_mixture = factorization_error((state_1 + state_2) / 2)
assert error_gauss < 1e-10
assert error_mixture > 1e-3
number_c = sum(op_c)
assert np.abs(coulomb @ number_c - number_c @ coulomb).max() < 1e-10

ham_val, ham_vec = np.linalg.eigh(ham)


def later_error(time):
    u = (ham_vec * np.exp(-1j * ham_val * time)) @ ham_vec.conj().T
    p, nc, nv = averages(u @ state_1 @ u.conj().T)
    p0, nc0, nv0 = averages(state_1)

    def flow(_, y):
        dp, df = bloch_rhs(y[:n_ring], y[n_ring:].real, ring_pair_energy,
                           ring_drive, ring_exchange)
        return np.concatenate((dp, 2 * df))

    y0 = np.concatenate((p0, nc0 + 1 - nv0))
    sol = solve_ivp(flow, (0, time), y0, method="DOP853", rtol=1e-12, atol=1e-13)
    return np.linalg.norm(np.concatenate((p, nc + 1 - nv)) - sol.y[:, -1])


growth_ratio = later_error(0.02) / later_error(0.01)
assert 3.6 < growth_ratio < 4.4

# ---------- Coulomb exchange of an isotropic bulk crystal ----------


def log_kernel(k, q):
    return 2 * q / (np.pi * k) * np.log(abs((k + q) / (k - q)))


def make_grid(count, k_max, scale=1.5):
    x, wx = np.polynomial.legendre.leggauss(count)
    t = (x + 1) / 2
    b = 1 + scale / k_max
    k = scale * t / (b - t)
    w = wx / 2 * scale * b / (b - t)**2
    kk, qq = k[:, None], k[None, :]
    gap = kk - qq + np.eye(count)
    matrix = 2 * qq / (np.pi * kk) * np.log(np.abs((kk + qq) / gap)) * w[None, :]
    np.fill_diagonal(matrix, 0.0)
    compensator = 4 * kk**4 / (kk**2 + qq**2)**2
    tail = np.array([quad(lambda q: log_kernel(ki, q) * 4 * ki**4
                          / (ki**2 + q**2)**2, k_max, np.inf)[0] for ki in k])
    np.fill_diagonal(matrix, 2 * k - tail - (matrix * compensator).sum(axis=1))
    return k, w, matrix


# V_q = 8 pi/q^2 in exciton units; angular average by direct quadrature
angle = quad(lambda c: 0.5 * 8 * np.pi / (0.7**2 + 1.2**2 - 2 * 0.7 * 1.2 * c),
             -1, 1)[0]
assert abs(angle * 1.2**2 / (2 * np.pi**2) - log_kernel(0.7, 1.2)) < 1e-9


def compensated(q):
    return log_kernel(0.8, q) * 4 * 0.8**4 / (0.8**2 + q**2)**2


direct = (quad(compensated, 0, 0.8)[0] + quad(compensated, 0.8, 3)[0]
          + quad(compensated, 3, np.inf)[0])
assert abs(direct - 2 * 0.8) < 1e-5

grid = make_grid(100, 30.0)
k, w, exchange = grid
for b in (1.0, 2.5):
    trial = 1 / (b**2 + k**2)**2
    target = (k**2 + b**2) * trial / b
    assert np.abs(exchange @ trial - target).max() < 0.01 * target.max()
root = np.sqrt(w) * k
wannier = np.diag(k**2) - root[:, None] * exchange / root[None, :]
assert np.abs(wannier - wannier.T).max() < 1e-9
exciton_val, exciton_vec = np.linalg.eigh((wannier + wannier.T) / 2)
assert abs(exciton_val[0] + 1) < 5e-3

# ---------- worked example: bulk GaAs, rough typical parameters ----------
m_e, m_h, eps = 0.067, 0.45, 12.9
gap_mev, dipole_nm, field_kv_cm, tau_fs, temperature = 1520.0, 0.5, 20.0, 100.0, 10.0
hartree_mev = const.value("Hartree energy in eV") * 1e3
bohr_nm = const.value("Bohr radius") * 1e9
hbar_mev_fs = const.hbar / const.e * 1e18


def rydberg(hole_mass, dielectric):
    mass = m_e * hole_mass / (m_e + hole_mass)
    return hartree_mev / 2 * mass / dielectric**2


mu = m_e * m_h / (m_e + m_h)
ry = rydberg(m_h, eps)
a0 = bohr_nm * eps / mu
time_fs = hbar_mev_fs / ry
tau = tau_fs / time_fs
field_v_nm = field_kv_cm * 1e-4
drive_mev = dipole_nm * field_v_nm * 1e3 / 2
amplitude = drive_mev / ry


def run(grid, strength, rabi_on=1.0, shift_on=1.0):
    """Snapshots (p, f) at the pulse peak, at 3.5 tau and at 5 tau."""
    k, w, exchange = grid
    per_tau = 2 * int(np.ceil(tau / 0.0015 / 2))
    dt = tau / per_tau
    shape = strength / (1 + k**2 * ry / gap_mev)
    energy = k**2 + 1.0               # photon energy is gap minus one Ry
    p = np.zeros(len(k), complex)
    occ = np.zeros(len(k))
    marks = {int(3.5 * per_tau): "peak", 7 * per_tau: "after"}
    steps = int(8.5 * per_tau)
    shots = {}

    def slope(t, p, occ):
        dp, df = bloch_rhs(p, occ, energy, shape * np.exp(-(t / tau)**2),
                           exchange, rabi_on, shift_on)
        return dp, 2 * df

    for n in range(steps):
        if n in marks:
            shots[marks[n]] = (p.copy(), occ / 2)
        t = -3.5 * tau + n * dt
        p1, o1 = slope(t, p, occ)
        p2, o2 = slope(t + dt / 2, p + dt / 2 * p1, occ + dt / 2 * o1)
        p3, o3 = slope(t + dt / 2, p + dt / 2 * p2, occ + dt / 2 * o2)
        p4, o4 = slope(t + dt, p + dt * p3, occ + dt * o3)
        p = p + dt / 6 * (p1 + 2 * p2 + 2 * p3 + p4)
        occ = occ + dt / 6 * (o1 + 2 * o2 + 2 * o3 + o4)
    shots["end"] = (p, occ / 2)
    return shots


def density(grid, f):
    """Pairs per cm^3, both spin copies."""
    return np.sum(grid[1] * grid[0]**2 * f) / np.pi**2 / (a0 * 1e-7)**3


# weak pulse: time stepping against eigenmodes and the analytic pulse spectrum
weak = 1e-4
weak_p = root * run(grid, weak)["end"][0]
mode_energy = exciton_val + 1
overlap = exciton_vec.T @ (root * weak / (1 + k**2 * ry / gap_mev))
spectrum = tau * np.sqrt(np.pi) * np.exp(-(mode_energy * tau)**2 / 4)
expected = exciton_vec @ (1j * np.exp(-1j * mode_energy * 5 * tau)
                          * overlap * spectrum)
weak_error = np.linalg.norm(weak_p - expected) / np.linalg.norm(expected)
assert weak_error < 1e-3

full = run(grid, amplitude)
free = run(grid, amplitude, 0.0, 0.0)
rabi_only = run(grid, amplitude, 1.0, 0.0)
shift_only = run(grid, amplitude, 0.0, 1.0)
p_peak, f_peak = full["peak"]
p_after, f_after = full["after"]
p_end, f_end = full["end"]
n_full, n_free, n_rabi, n_shift = [density(grid, r["end"][1])
                                   for r in (full, free, rabi_only, shift_only)]
assert n_rabi > n_free
purity_error = np.abs((f_end - 0.5)**2 + np.abs(p_end)**2 - 0.25).max()
assert purity_error < 1e-5


def energy_per_pair(p, f):
    measure = w * k**2
    total = np.sum(measure * ((k**2 + 1) * f - f * (exchange @ f)
                              - (p.conj() * (exchange @ p)).real))
    return total / np.sum(measure * f_end)


energy_drift = abs(energy_per_pair(p_end, f_end) - energy_per_pair(p_after, f_after))
assert energy_drift < 1e-3

fine_grid = make_grid(140, 40.0)
fine_f = run(fine_grid, amplitude)["end"][1]
grid_change = abs(density(fine_grid, fine_f) / n_full - 1)
assert grid_change < 0.02
shift_end = 2 * (exchange @ f_end)[0] * ry
assert abs(2 * (fine_grid[2] @ fine_f)[0] * ry / shift_end - 1) < 0.02

# ---------- size of neglected effects, for the example's own numbers ----------
eps_inf, lo_mev, m_lh, m_h_low, m_h_high = 10.9, 36.0, 0.08, 0.35, 0.85
measure = w * k**2 * f_end
k_rms = np.sqrt(np.sum(measure * k**2) / np.sum(measure))
kappa2 = 4 / np.pi * (m_e + m_h) / mu * np.sum(w * f_end)
plasma = np.sqrt(n_full * 1e6 * const.e**2
                 / (const.epsilon_0 * eps * mu * const.m_e))
cross = 16 * np.pi / (kappa2 * (kappa2 + 4 * k_rms**2))
scatter_fs = time_fs / (n_full * (a0 * 1e-7)**3 * cross * 2 * k_rms)
electron_mev = k**2 * ry * mu / m_e
lo_share = np.sum(measure[electron_mev > lo_mev]) / np.sum(measure)
mu_lh = m_e * m_lh / (m_e + m_lh)
light_share = (mu_lh / mu)**1.5 / 3
nonparabolic = k_rms**2 * ry * mu / m_e / gap_mev
counter = exchange[0] @ (1 / (1 + k**2 * ry / gap_mev)
                         / (k**2 + 2 * gap_mev / ry - 1))
high = k**2 * ry > 300.0
high_share = abs(exchange[0, high] @ p_peak[high]) / amplitude
acceleration = field_v_nm * 1e3 / (gap_mev - ry) * a0
eh_exchange = (2 * dipole_nm**2 * const.e / const.epsilon_0 * 1e12
               / (eps_inf * np.pi * a0**3))
rabi_peak = amplitude + (exchange @ p_peak)[0]

print(f"Gaussian state, factorization error: {error_gauss:.1e}")
print(f"mixed correlated state, same error: {error_mixture:.3f}")
print(f"error growth when time doubles: {growth_ratio:.2f}")
print(f"electron, hole mass: {m_e}, {m_h} m0")
print(f"static dielectric constant: {eps}")
print(f"band gap: {gap_mev:.0f} meV")
print(f"dipole d0/e: {dipole_nm} nm")
print(f"peak field: {field_kv_cm:.0f} kV/cm")
print(f"pulse tau: {tau_fs:.0f} fs")
print(f"reduced mass: {mu:.4f} m0")
print(f"exciton Rydberg: {ry:.3f} meV")
print(f"exciton radius a0: {a0:.2f} nm")
print(f"time unit hbar/Ry: {time_fs:.1f} fs")
print(f"photon energy: {gap_mev - ry:.2f} meV")
print(f"1s energy on grid: {exciton_val[0]:.4f} Ry")
print(f"weak-pulse relative error: {weak_error:.1e}")
print(f"bare drive d0 E0/2: {drive_mev:.3f} meV")
print(f"k of quoted point: {k[0] / a0:.1e} 1/nm")
print(f"|hbar Omega| at peak, k near 0: {abs(rabi_peak) * ry:.3f} meV")
print(f"|Omega|/bare drive at peak: {abs(rabi_peak) / amplitude:.2f}")
print(f"exchange field at {3.5 * tau_fs:.0f} fs: "
      f"{abs((exchange @ p_after)[0]) * ry:.3f} meV")
print(f"pair-energy shift at peak: {-2 * (exchange @ f_peak)[0] * ry:.3f} meV")
print(f"pair-energy shift at {5 * tau_fs:.0f} fs: {-shift_end:.3f} meV")
print(f"occupation near k=0 at {5 * tau_fs:.0f} fs: {f_end[0]:.4f}")
print(f"pair density, both sums: {n_full:.3e} cm^-3")
print(f"pair density, no sums: {n_free:.3e} cm^-3")
print(f"pair density, Rabi sum only: {n_rabi:.3e} cm^-3")
print(f"pair density, energy sum only: {n_shift:.3e} cm^-3")
print(f"density ratio, both/no sums: {n_full / n_free:.2f}")
print(f"coherence invariant error: {purity_error:.1e}")
print(f"energy drift after pulse: {energy_drift:.1e} Ry per pair")
print(f"density change on finer grid: {100 * grid_change:.2f} %")
print(f"rms k after pulse: {k_rms / a0:.3f} 1/nm")
print(f"static screening length: {a0 / np.sqrt(kappa2):.1f} nm")
print(f"plasma period: {2 * np.pi / plasma * 1e15:.0f} fs")
print(f"Born carrier scattering time: {scatter_fs:.0f} fs")
print(f"LO phonon energy (rough input): {lo_mev:.0f} meV")
print(f"electrons above LO energy: {100 * lo_share:.2f} %")
print(f"high-frequency dielectric constant: {eps_inf}")
print(f"Rydberg with that constant: {rydberg(m_h, eps_inf):.2f} meV")
print(f"light-hole mass (rough input): {m_lh} m0")
print(f"light-hole Rydberg: {rydberg(m_lh, eps):.2f} meV")
print(f"light/heavy continuum absorption: {100 * light_share:.0f} %")
print(f"heavy-hole mass range: {m_h_low} to {m_h_high} m0")
print(f"Rydberg over that range: {rydberg(m_h_low, eps):.2f} to "
      f"{rydberg(m_h_high, eps):.2f} meV")
print(f"electron energy/gap at rms k: {100 * nonparabolic:.2f} %")
print(f"counter-rotating part/bare drive: {100 * counter:.1f} %")
print(f"part from pairs above 300 meV/bare: {100 * high_share:.1f} %")
print(f"intraband k swing times a0: {acceleration:.4f}")
print(f"electron-hole exchange scale: {eh_exchange:.3f} meV")
print(f"thermal energy at {temperature:.0f} K: "
      f"{const.k * temperature / const.e * 1e3:.2f} meV")
print("all tests passed")
```

Output:

```
Gaussian state, factorization error: 1.1e-16
mixed correlated state, same error: 0.080
error growth when time doubles: 4.00
electron, hole mass: 0.067, 0.45 m0
static dielectric constant: 12.9
band gap: 1520 meV
dipole d0/e: 0.5 nm
peak field: 20 kV/cm
pulse tau: 100 fs
reduced mass: 0.0583 m0
exciton Rydberg: 4.768 meV
exciton radius a0: 11.71 nm
time unit hbar/Ry: 138.0 fs
photon energy: 1515.23 meV
1s energy on grid: -0.9999 Ry
weak-pulse relative error: 1.2e-06
bare drive d0 E0/2: 0.500 meV
k of quoted point: 1.7e-05 1/nm
|hbar Omega| at peak, k near 0: 1.781 meV
|Omega|/bare drive at peak: 3.56
exchange field at 350 fs: 2.506 meV
pair-energy shift at peak: -0.492 meV
pair-energy shift at 500 fs: -8.032 meV
occupation near k=0 at 500 fs: 0.9914
pair density, both sums: 8.816e+15 cm^-3
pair density, no sums: 3.741e+14 cm^-3
pair density, Rabi sum only: 8.762e+15 cm^-3
pair density, energy sum only: 3.787e+14 cm^-3
density ratio, both/no sums: 23.56
coherence invariant error: 6.2e-14
energy drift after pulse: 4.3e-09 Ry per pair
density change on finer grid: 0.56 %
rms k after pulse: 0.074 1/nm
static screening length: 4.3 nm
plasma period: 1029 fs
Born carrier scattering time: 8760 fs
LO phonon energy (rough input): 36 meV
electrons above LO energy: 0.24 %
high-frequency dielectric constant: 10.9
Rydberg with that constant: 6.68 meV
light-hole mass (rough input): 0.08 m0
light-hole Rydberg: 2.98 meV
light/heavy continuum absorption: 16 %
heavy-hole mass range: 0.35 to 0.85 m0
Rydberg over that range: 4.60 to 5.08 meV
electron energy/gap at rms k: 0.21 %
counter-rotating part/bare drive: 3.0 %
part from pairs above 300 meV/bare: 9.6 %
intraband k swing times a0: 0.0155
electron-hole exchange scale: 0.165 meV
thermal energy at 10 K: 0.86 meV
all tests passed
```
